# Rigid translation and the acoustic sum rule with ultrasoft pseudopotentials: test program

```python
"""Rigid translation in ultrasoft density-functional perturbation theory.

Result under test: if all atoms move together, psi1 = -d(psi)/dx solves
    (H - e S) psi1 = -(H1 - e S1) psi
and the first-order orthonormality constraint, and therefore the force
constants C[I,J] = d2E/dR_I dR_J obey sum_J C[I,J] = 0.

H, S : Kohn-Sham and overlap operators; e, psi : generalized eigenpairs
H1, S1 : self-consistent first derivatives with respect to atomic positions
B : projectors; Q : augmentation functions; D : nonlocal coefficients
Model: one-dimensional periodic cell, plane waves, Hartree atomic units.
H1 is obtained by moving each atom SEPARATELY and re-solving the cell.
"""
import numpy as np
from scipy.linalg import eigh

CELL = 8.0
POSITIONS = np.array([1.0, 3.9])
CHARGE = np.array([4.0, 2.0])
OCC, NOCC = 2.0, 3
PROJ_WIDTH, CORE_WIDTH = 0.6, 0.5
BARE_D = [np.diag([0.5, -0.3]), np.diag([0.3, 0.2])]
AUG_CHARGE = [np.diag([0.5, 0.4]), np.diag([0.3, 0.6])]
AUG_DIPOLE = [0.10, -0.08]
XC_STRENGTH = 0.2
STEP = 0.01

G = 2 * np.pi / CELL * np.arange(-16, 17)      # orbital plane waves
K = 2 * np.pi / CELL * np.arange(-47, 48)      # density plane waves
KINETIC = np.diag(G**2 / 2).astype(complex)
COULOMB = 2.0 / (K**2 + 1.0)                   # screened interaction
SMEAR = np.exp(-(K * CORE_WIDTH)**2 / 2)


def dag(a):
    return a.conj().T


def make_grid(ng, mixing=0.3):
    x = CELL * np.arange(ng) / ng
    wave = np.exp(1j * np.outer(x, K))
    return dict(dx=CELL / ng, wave=wave, mixing=mixing,
                plane=np.exp(1j * np.outer(x, G)) / np.sqrt(CELL),
                kernel=((wave * COULOMB) @ dag(wave)).real / CELL)


def atom_data(pos, g):
    """Projectors, augmentation and ionic potential, with d/dR of each."""
    atoms = []
    for i, r in enumerate(pos):
        def field(coef):
            return (g["wave"] @ (coef * np.exp(-1j * K * r))).real / CELL
        gauss = np.exp(-(G * PROJ_WIDTH)**2 / 2 - 1j * G * r)
        b = np.stack([gauss, -1j * G * PROJ_WIDTH * gauss], 1) / np.sqrt(CELL)
        q = AUG_CHARGE[i]
        dip = -1j * K * AUG_DIPOLE[i] * SMEAR
        shapes = [[q[0, 0] * SMEAR, dip], [dip, q[1, 1] * SMEAR]]
        aug = np.array([[field(c) for c in row] for row in shapes])
        daug = np.array([[field(-1j * K * c) for c in row] for row in shapes])
        ion = -CHARGE[i] * COULOMB * SMEAR
        atoms.append(dict(b=b, db=-1j * G[:, None] * b, aug=aug, daug=daug,
                          v=field(ion), dv=field(-1j * K * ion)))
    return atoms


def potential_operator(v, atoms, g):
    """Operator of a local potential acting on the augmented density."""
    p = g["plane"]
    out = dag(p) @ (v[:, None] * p) * g["dx"]
    for a in atoms:
        out = out + a["b"] @ (a["aug"] @ v * g["dx"]) @ dag(a["b"])
    return out


def solve(pos, g):
    """Self-consistent ground state, energy, forces and derivative operators."""
    atoms = atom_data(pos, g)
    dx, ker = g["dx"], g["kernel"]
    vion = sum(a["v"] for a in atoms)
    bare = KINETIC + sum(a["b"] @ d @ dag(a["b"])
                         for a, d in zip(atoms, BARE_D))
    S = np.eye(len(G)) + sum(a["b"] @ q @ dag(a["b"])
                             for a, q in zip(atoms, AUG_CHARGE))
    n = np.full(len(vion), OCC * NOCC / CELL)
    for _ in range(800):
        veff = vion + ker @ n * dx - XC_STRENGTH * (1 - 1 / (1 + n)**2)
        H = bare + potential_operator(veff, atoms, g)
        eps, vec = eigh((H + dag(H)) / 2, (S + dag(S)) / 2)
        c = vec[:, :NOCC]
        new = OCC * (abs(g["plane"] @ c)**2).sum(1)
        for a in atoms:
            amp = dag(a["b"]) @ c
            rho = OCC * amp @ dag(amp)
            new = new + np.einsum("nmx,mn->x", a["aug"], rho).real
        err = abs(new - n).max()
        if err < 1e-11:
            break
        n = n + g["mixing"] * (new - n)
    assert err < 1e-11, "self-consistency not reached"
    n = new
    dist = pos[0] - pos[1]
    pair = CHARGE[0] * CHARGE[1] / CELL * COULOMB * SMEAR**2
    slope = -(pair * K * np.sin(K * dist)).sum()
    ion = np.array([slope, -slope])
    energy = (OCC * np.trace(dag(c) @ bare @ c).real + (vion * n).sum() * dx
              + 0.5 * n @ ker @ n * dx**2
              - XC_STRENGTH * (n**2 / (1 + n)).sum() * dx
              + (pair * np.cos(K * dist)).sum())
    h, s, D = [], [], []
    for a, d0, q in zip(atoms, BARE_D, AUG_CHARGE):
        d = d0 + a["aug"] @ veff * dx
        moved = a["db"] @ d @ dag(a["b"])
        h.append(potential_operator(a["dv"], atoms, g) + moved + dag(moved)
                 + a["b"] @ (a["daug"] @ veff * dx) @ dag(a["b"]))
        moved = a["db"] @ q @ dag(a["b"])
        s.append(moved + dag(moved))
        D.append(d)
    h, s = np.array(h), np.array(s)
    gamma = OCC * c @ dag(c)
    weighted = OCC * (c * eps[:NOCC]) @ dag(c)
    force = -trace(gamma, h) + trace(weighted, s) - ion
    return dict(E=energy, F=force, H=H, S=S, n=n, D=np.array(D), h=h, s=s,
                ion=ion, eps=eps, vec=vec, gamma=gamma, weighted=weighted)


def trace(a, ops):
    return np.einsum("ab,iba->i", a, ops).real


def derivative(direction, g):
    """Five-point derivatives of self-consistent quantities; raw energies."""
    st = {m: solve(POSITIONS + m * STEP * np.array(direction), g)
          for m in (-2, -1, 1, 2)}
    out = {k: (8 * (st[1][k] - st[-1][k]) - (st[2][k] - st[-2][k]))
           / (12 * STEP) for k in ("E", "F", "H", "S", "n", "D", "h", "s", "ion")}
    out["energies"] = {m: st[m]["E"] for m in st}
    return out


grid = make_grid(96)
base = solve(POSITIONS, grid)
eps, vec = base["eps"], base["vec"]
occ, eocc = vec[:, :NOCC], eps[:NOCC]
moves = [derivative([1.0, 0.0], grid), derivative([0.0, 1.0], grid)]
total = {k: moves[0][k] + moves[1][k]
         for k in ("H", "S", "n", "D", "h", "s", "ion")}


def sternheimer(d, keep_occupied=True):
    """Parallel-gauge solution and first-order multiplier matrix."""
    h1, s1 = dag(vec) @ d["H"] @ occ, dag(vec) @ d["S"] @ occ
    u = np.zeros_like(h1)
    u[NOCC:] = -(h1 - s1 * eocc)[NOCC:] / (eps[NOCC:, None] - eocc)
    if keep_occupied:
        u[:NOCC] = -0.5 * s1[:NOCC]
    lam1 = h1[:NOCC] - 0.5 * (eocc[:, None] + eocc) * s1[:NOCC]
    return vec @ u, lam1


def curvature_parts(psi1, lam1, d):
    """Orbital and explicit parts of -dF_I (electronic)."""
    g1 = OCC * psi1 @ dag(occ)
    w1 = OCC * (psi1 * eocc) @ dag(occ)
    g1 = g1 + dag(g1)
    w1 = w1 + dag(w1) + OCC * occ @ lam1 @ dag(occ)
    orbital = trace(g1, base["h"]) - trace(w1, base["s"])
    explicit = trace(base["gamma"], d["h"]) - trace(base["weighted"], d["s"])
    return orbital, explicit


# Translation ansatz against separately displaced, re-solved cells
H, S = base["H"], base["S"]
rigid = -1j * G[:, None] * occ
left = H @ rigid - (S @ rigid) * eocc
right = -(total["H"] @ occ - (total["S"] @ occ) * eocc)
res_stern = abs(left - right).max()
overlap1 = dag(occ) @ total["S"] @ occ
cross = dag(occ) @ S @ rigid
res_constraint = abs(cross + dag(cross) + overlap1).max()
freq = 2 * np.pi * np.fft.fftfreq(96, CELL / 96)
grad_n = np.fft.ifft(1j * freq * np.fft.fft(base["n"])).real
res_density = abs(total["n"] + grad_n).max()
single_D = abs(moves[0]["D"]).max()
res_D = abs(total["D"]).max()
assert abs(left).max() > 1e-2 and abs(overlap1).max() > 1e-3
assert res_stern < 1e-6 and res_constraint < 1e-6
assert res_density < 1e-6 and res_D < 1e-6 and single_D > 1e-3

# Relation between the translation solution and the parallel gauge
parallel, lam_total = sternheimer(total)
difference = rigid - parallel
rotation = dag(occ) @ S @ difference
ddx = np.diag(1j * G)
rotation_formula = -0.5 * dag(occ) @ (S @ ddx + ddx @ S) @ occ
assert abs(difference - occ @ rotation).max() < 1e-6
assert abs(rotation + dag(rotation)).max() < 1e-6
assert abs(rotation - rotation_formula).max() < 1e-6
assert abs(rotation).max() > 1e-3
# Eigenvalue shifts vanish; off-diagonal multipliers follow the rotation
lam_formula = rotation_formula * (eocc - eocc[:, None])
eigen_shift = abs(np.diag(lam_total)).max()
res_lam = abs(lam_total - lam_formula).max()
assert eigen_shift < 1e-6 and res_lam < 1e-6
assert abs(lam_total).max() > 1e-3

# Forces and force constants by independent roads
force_energy = -np.array([m["E"] for m in moves])
assert abs(force_energy - base["F"]).max() < 1e-6
C_force = -np.array([m["F"] for m in moves]).T
C_resp, C_broken = np.zeros((2, 2)), np.zeros((2, 2))
for j, m in enumerate(moves):
    C_resp[:, j] = sum(curvature_parts(*sternheimer(m), m)) + m["ion"]
    C_broken[:, j] = sum(curvature_parts(*sternheimer(m, False), m)) + m["ion"]
C_energy = np.array([(-m["energies"][2] - m["energies"][-2] - 30 * base["E"]
                      + 16 * (m["energies"][1] + m["energies"][-1]))
                     / (12 * STEP**2) for m in moves])
assert abs(C_resp - C_force).max() < 1e-6
assert abs(C_energy - np.diag(C_force)).max() < 1e-5
assert abs(C_resp).max() > 1e-2
assert abs(C_resp.sum(1)).max() < 1e-6
assert abs(C_resp.sum(0)).max() < 1e-6
assert abs(base["F"].sum()) < 1e-7
orbital, explicit = curvature_parts(rigid, np.zeros((NOCC, NOCC)), total)
assert abs(orbital + explicit).max() < 1e-6 and abs(orbital).max() > 1e-3
assert abs(total["ion"]).max() < 1e-7
assert abs(C_broken.sum(1)).max() > 1e-3

# A coarse real-space grid is not translation invariant
coarse_sum = -derivative([1.0, 1.0], make_grid(10, mixing=0.15))["F"]
assert abs(coarse_sum).max() > 1e-5

print(f"Cell length: {CELL:.1f} bohr; atoms at {POSITIONS[0]:.1f}, "
      f"{POSITIONS[1]:.1f} bohr")
print(f"Ionic charges: {CHARGE[0]:.0f}, {CHARGE[1]:.0f} e; "
      f"electrons: {OCC * NOCC:.0f}")
print(f"Plane waves: {len(G)}; fine grid: 96 points; step: {STEP} bohr")
print("Occupied eigenvalues (hartree):", *[f"{e:.6f}" for e in eocc])
print(f"Gap to first empty state: {eps[NOCC] - eps[NOCC - 1]:.6f} hartree")
print(f"Total energy: {base['E']:.6f} hartree")
print("Forces on atoms 1, 2 (hartree/bohr):", *[f"{v:.6f}" for v in base["F"]])
print(f"Largest element, Sternheimer left side: {abs(left).max():.4f} a.u.")
print(f"Largest Sternheimer residual: {res_stern:.1e} a.u.")
print(f"Largest |<psi_i|S1|psi_j>|: {abs(overlap1).max():.6f} 1/bohr")
print(f"Largest constraint residual: {res_constraint:.1e} 1/bohr")
print(f"Largest |dn/dx|: {abs(grad_n).max():.6f} 1/bohr^2")
print(f"Largest |n1 + dn/dx|: {res_density:.1e} 1/bohr^2")
print(f"Largest |D1|, atom 1 moved alone: {single_D:.6f} a.u.")
print(f"Largest |D1|, both atoms moved: {res_D:.1e} a.u.")
print(f"Largest gauge rotation element: {abs(rotation).max():.6f} 1/bohr")
print(f"Largest eigenvalue shift, both moved: {eigen_shift:.1e} hartree/bohr")
print(f"Largest parallel-gauge multiplier, both moved: "
      f"{abs(lam_total).max():.6f} hartree/bohr")
print(f"Largest deviation from its rotation formula: "
      f"{res_lam:.1e} hartree/bohr")
for i in range(2):
    print(f"C[{i+1},1], C[{i+1},2] from response (hartree/bohr^2): "
          f"{C_resp[i, 0]:.6f} {C_resp[i, 1]:.6f}")
print("C[1,1], C[2,2] from energies (hartree/bohr^2):",
      *[f"{v:.6f}" for v in C_energy])
print(f"Largest difference, response vs forces: "
      f"{abs(C_resp - C_force).max():.1e} hartree/bohr^2")
print("Row sums of C (hartree/bohr^2):", *[f"{v:.1e}" for v in C_resp.sum(1)])
print("Rigid shift, orbital terms (hartree/bohr^2):",
      *[f"{v:.6f}" for v in orbital])
print("Rigid shift, explicit terms (hartree/bohr^2):",
      *[f"{v:.6f}" for v in explicit])
print("Row sums without occupied part of psi1 (hartree/bohr^2):",
      *[f"{v:.6f}" for v in C_broken.sum(1)])
print("Row sums on a 10-point grid (hartree/bohr^2):",
      *[f"{v:.6f}" for v in coarse_sum])
print("PASS")
```

Output:

```
Cell length: 8.0 bohr; atoms at 1.0, 3.9 bohr
Ionic charges: 4, 2 e; electrons: 6
Plane waves: 33; fine grid: 96 points; step: 0.01 bohr
Occupied eigenvalues (hartree): -0.383243 0.144530 0.345769
Gap to first empty state: 0.697476 hartree
Total energy: -3.705814 hartree
Forces on atoms 1, 2 (hartree/bohr): -0.180327 0.180327
Largest element, Sternheimer left side: 0.2779 a.u.
Largest Sternheimer residual: 7.3e-09 a.u.
Largest |<psi_i|S1|psi_j>|: 0.082684 1/bohr
Largest constraint residual: 4.1e-10 1/bohr
Largest |dn/dx|: 0.653641 1/bohr^2
Largest |n1 + dn/dx|: 1.2e-08 1/bohr^2
Largest |D1|, atom 1 moved alone: 0.045909 a.u.
Largest |D1|, both atoms moved: 1.1e-13 a.u.
Largest gauge rotation element: 0.635385 1/bohr
Largest eigenvalue shift, both moved: 6.6e-11 hartree/bohr
Largest parallel-gauge multiplier, both moved: 0.290265 hartree/bohr
Largest deviation from its rotation formula: 1.9e-10 hartree/bohr
C[1,1], C[1,2] from response (hartree/bohr^2): 0.298371 -0.298371
C[2,1], C[2,2] from response (hartree/bohr^2): -0.298371 0.298371
C[1,1], C[2,2] from energies (hartree/bohr^2): 0.298371 0.298371
Largest difference, response vs forces: 2.4e-09 hartree/bohr^2
Row sums of C (hartree/bohr^2): 2.5e-09 -1.7e-10
Rigid shift, orbital terms (hartree/bohr^2): -1.163069 -0.140369
Rigid shift, explicit terms (hartree/bohr^2): 1.163069 0.140369
Row sums without occupied part of psi1 (hartree/bohr^2): -0.278076 0.017650
Row sums on a 10-point grid (hartree/bohr^2): 0.017040 0.079469
PASS
```
